# The high-kappa lower critical field and the vortex-core constant

## Form of the answer

A straight vortex in an isotropic superconductor carries one flux quantum $\Phi_0=h/2e$. In Ginzburg-Landau (GL) theory the only lengths available to it are the penetration depth $\lambda$ and the coherence length $\xi$. Its energy per unit length must therefore have the form

$$\varepsilon=\varepsilon_0\,g(\kappa),\qquad \varepsilon_0=\frac{\Phi_0^2}{4\pi\mu_0\lambda^2},\qquad \kappa=\frac{\lambda}{\xi}. \tag{1}$$

For $\kappa\gg1$ there is a wide region $\xi\ll r\ll\lambda$ in which the order parameter has recovered but the circulating current is not yet screened. The flow velocity there falls as $1/r$, so the energy in a ring is proportional to $r\,dr/r^2=dr/r$. Equal ratios of radius contribute equal energies, which gives a term proportional to $\ln\kappa$. The ends of this region, at $r\sim\xi$ and $r\sim\lambda$, add pure numbers. The calculation below fixes the coefficient of the logarithm and the sum of these numbers.

The setting is mean-field GL theory for a bulk sample without pinning, long and parallel to the applied field $H$.

## The energy of one vortex

Write the order parameter as $\psi=\psi_\infty f(r)e^{i\theta}$, with $\psi_\infty^2=|\alpha|/\beta$, where $\alpha$ and $\beta$ are the quadratic and quartic GL coefficients. For pairs of mass $m$ and charge magnitude $q=2e$, the GL lengths are $\xi^2=\hbar^2/(2m|\alpha|)$ and $\lambda^2=m/(\mu_0q^2\psi_\infty^2)$. The thermodynamic field $B_c$ obeys $B_c^2/\mu_0=\alpha^2/\beta$, and therefore

$$\frac{B_c^2}{\mu_0}=|\alpha|\psi_\infty^2=\frac{\hbar^2}{2\mu_0q^2\lambda^2\xi^2},\qquad B_c=\frac{\Phi_0}{2\sqrt2\,\pi\lambda\xi}. \tag{2}$$

Measure $r$ in $\xi$, the azimuthal vector potential $a$ in $\Phi_0/(2\pi\xi)$, and flux density $b$ in $\Phi_0/(2\pi\xi^2)$. In units of $B_c^2/\mu_0$, the lost condensation energy density is $\tfrac12(1-f^2)^2$ and the gradient terms are $f'^2+f^2(1/r-a)^2$. By (2), the field energy is $B^2/(2B_c^2)=\kappa^2b^2$. Integrating over angle supplies the factor $2\pi\xi^2B_c^2/\mu_0=\varepsilon_0$. With $P=1-ra$, the energy above the Meissner state is

$$\frac{\varepsilon}{\varepsilon_0}=\int_0^\infty r\,dr\left[\tfrac12(1-f^2)^2+f'^2+\frac{f^2P^2}{r^2}+\kappa^2b^2\right],\qquad b=\frac{(ra)'}{r}=-\frac{P'}{r}. \tag{3}$$

The boundary values are $f(0)=0$, $f(\infty)=1$, $P(0)=1$ and $P(\infty)=0$. They give $\int 2\pi r\,b\,dr=2\pi$, which is one flux quantum. Varying $f$ and $P$ in (3) gives

$$f''+\frac{f'}r-\frac{P^2f}{r^2}+f-f^3=0,\qquad \kappa^2\left(\frac{P'}r\right)'=\frac{f^2P}{r}. \tag{4}$$

## From line energy to critical field

At fixed $H$ the quantity to minimise is the Gibbs energy. For $n$ vortices per unit area, relative to the Meissner state,

$$G=n(\varepsilon-\Phi_0H)+\text{interaction energy}. \tag{5}$$

The sign of the interaction matters. For separations $d\gg\xi$, set $f=1$ and measure lengths in $\lambda$ and flux density in $\Phi_0/(2\pi\lambda^2)$. The energy is then $(\varepsilon_0/2\pi)\int(b^2+|\nabla b|^2)d^2x$, and each vortex obeys $b-\nabla^2b=2\pi\delta^2(\mathbf x)$, so $b=K_0(x)$. The cross terms of two vortices, integrated by parts, give

$$U(d)=\frac{\varepsilon_0}{\pi}\int b_2(b_1-\nabla^2b_1)\,d^2x=2\varepsilon_0K_0(d/\lambda)>0. \tag{6}$$

Direct quadrature of the cross terms at $d=2\lambda$ gives $0.2278\,\varepsilon_0$, in agreement with (6).

Because vortices repel, $G>0$ for every such arrangement when $H<\varepsilon/\Phi_0$. Just above this field a sufficiently dilute arrangement has $G<0$, since $K_0$ decays exponentially.

Dense states do not pre-empt this transition. All terms in the energy are non-negative, so a state of mean flux density $B$ has $G\ge B^2/2\mu_0-BH$, which is positive for $B>2\mu_0H$. At the threshold, the remaining states have at most $2\mu_0\varepsilon/\Phi_0^2=g/(2\pi\lambda^2)$ vortices per area. Their typical spacing is therefore at least of order $\lambda/\sqrt{\ln\kappa}\gg\xi$, where (6) applies. A vortex with $N$ quanta has $N$ times the flow velocity, hence a leading energy $N^2\varepsilon_0\ln\kappa$, more than $N$ separate vortices. Thus

$$B_{c1}\equiv\mu_0H_{c1}=\frac{\mu_0\varepsilon}{\Phi_0}=\frac{\Phi_0}{4\pi\lambda^2}\,g(\kappa). \tag{7}$$

## Why the logarithm has coefficient one

In (3), $\kappa$ appears explicitly only in the field term. The solution is stationary against changes of $f$ and $P$, so their dependence on $\kappa$ does not contribute to the first derivative:

$$\frac{dg}{d\ln\kappa}=2\int_0^\infty r\,\kappa^2b^2\,dr. \tag{8}$$

The slope is twice the field energy in units of $\varepsilon_0$. For large $\kappa$ the field has the London form $b=K_0(r/\kappa)/\kappa^2$. Since $xK_0^2$ is the derivative of $\tfrac12x^2(K_0^2-K_1^2)$, and $xK_1\to1$ at the origin, $\int_0^\infty xK_0^2dx=\tfrac12$. The slope therefore tends to one.

At $\kappa=10$, numerical minimisation of (3) gives $0.92497$ both for the slope and for twice the field energy. This confirms (8) where the limiting slope has not yet been reached. Equation (8) leaves a constant of integration, which requires the core.

## Matching the core to the London region

Choose a radius $R$ with $1\ll R\ll\kappa$.

**Inside $R$.** The flux density is of order $\ln\kappa/\kappa^2$, so $1-P=\int_0^r r'b\,dr'$ is of order $r^2\ln\kappa/\kappa^2$. Setting $P=1$ in (4) leaves an equation without $\kappa$:

$$f''+\frac{f'}r-\frac f{r^2}+f-f^3=0. \tag{9}$$

At large $r$ write $f=1+u$. The terms of order $r^{-2}$ are $-1/r^2-2u=0$, hence $f\simeq1-1/(2r^2)$. The condensation term in the radial integrand is then $1/(2r^3)$, the current term is $1/r-1/r^3$, and the bending term $rf'^2$ is of order $r^{-5}$. Their sum is $1/r-1/(2r^3)$, so

$$E_{\rm in}(R)=\ln R+c_{\rm core}+\frac1{4R^2}+O(R^{-4}). \tag{10}$$

This defines $c_{\rm core}$. Numerical solution of (9) gives $c_{\rm core}=0.3809$.

**Outside $R$.** Set $f=1$ and $x=r/\kappa$. The second equation in (4) becomes $(P'/x)'=P/x$, with primes now denoting $d/dx$. Its decaying solution with $P\to1$ at small $x$ is $P=xK_1(x)$, because $P'=-xK_0$ and $K_0'=-K_1$. The current and field terms in (3) become $xK_1^2$ and $xK_0^2$. Using $K_1'=-K_0-K_1/x$,

$$(xK_0K_1)'=K_0K_1-xK_1^2-xK_0^2-K_0K_1=-x(K_0^2+K_1^2). \tag{11}$$

The outer energy is consequently a boundary term. With $K_0(x)\simeq\ln(2/x)-\gamma$ at small $x$, where $\gamma$ is Euler's constant,

$$E_{\rm out}(R)=\frac R\kappa K_0\!\left(\frac R\kappa\right)K_1\!\left(\frac R\kappa\right)\simeq\ln\frac{2\kappa}R-\gamma. \tag{12}$$

**Sum.** The logarithms of $R$ cancel:

$$g(\kappa)=\ln\kappa+C+o(1),\qquad C=\ln2-\gamma+c_{\rm core}=0.1159+0.3809=0.4968. \tag{13}$$

The omitted terms are of order $R^{-2}$ from setting $f=1$ outside, and at most of order $(R/\kappa)^2\ln^2\kappa$ from omitting screening and field energy inside. With $R=\sqrt\kappa$ both vanish as $\kappa\to\infty$. At $\kappa=10^4$, the joined energy minus $\ln\kappa$ is $0.4993$, $0.4974$ and $0.4966$ for $R=10$, $20$ and $50$. The excess at $R=10$ is essentially the $1/(4R^2)$ in (10). At $R=50$ the sum lies slightly below $C$, because the $(R/\kappa)^2$ correction to the small-$x$ form in (12), about $-0.0004$, outweighs that term.

Combining (7) and (13) gives the lower critical field:

$$\boxed{B_{c1}\simeq\frac{\Phi_0}{4\pi\lambda^2}(\ln\kappa+0.497),\qquad\kappa\gg1.} \tag{14}$$

## What the core contributes

One part of $c_{\rm core}$ can be found without solving (9). Multiply that equation by $r^2f'$:

$$rf'(rf')'-ff'+r^2(f-f^3)f'=0. \tag{15}$$

The first two terms are the derivative of $\tfrac12(rf')^2-\tfrac12f^2$. In the third, $(f-f^3)f'=-\tfrac14[(1-f^2)^2]'$. Moving the derivative off this factor gives

$$\frac d{dr}\left[\tfrac12(rf')^2-\tfrac12f^2-\tfrac14r^2(1-f^2)^2\right]+\tfrac12r(1-f^2)^2=0. \tag{16}$$

The bracket is zero at the origin. At infinity it tends to $-\tfrac12$, because $rf'$ and $r(1-f^2)$ vanish. Hence

$$\int_0^\infty\tfrac12r(1-f^2)^2\,dr=\tfrac12. \tag{17}$$

The lost condensation energy is thus $\varepsilon_0/2$ in the high-$\kappa$ limit. Bending the order parameter costs a further $0.279\,\varepsilon_0$. The current term contributes

$$\lim_{R\to\infty}\left[\int_0^R\frac{f^2}{r}\,dr-\ln R\right]=-0.398. \tag{18}$$

It is negative because it is measured against an undepleted flow, $f=1$, cut off sharply at $r=\xi$. The real flow extends inside $\xi$ and adds $+0.152$ there. The pair density is still reduced outside $\xi$, where $f(\xi)\simeq0.52$, and this removes $0.550$, most of it between $\xi$ and $3\xi$. The three parts add to $0.500+0.279-0.398=0.381$.

The core constant is additive for a simple reason. The core has an area of order $\xi^2$ and an energy density of order $B_c^2/\mu_0$. By (2) their product is $\xi^2B_c^2/\mu_0=\varepsilon_0/2\pi$, from which $\xi$ has cancelled. At fixed $\lambda$, a smaller core has a higher energy density in just the proportion that keeps its energy fixed. Meanwhile the region of $1/r$ flow becomes wider and the logarithm grows. The core does not alter the energy per logarithmic interval in that region, so it cannot multiply the logarithm.

The division of $C$ into a London part and a core part depends on the reference cutoff. One could equally assign no separate energy to the core and cut the London flow off at $\xi e^{-c_{\rm core}}\simeq0.68\,\xi$. The total $C$ is independent of this choice, but it belongs to the GL definition of $\xi$, for which $B_{c2}=\Phi_0/(2\pi\xi^2)$. Rescaling $\xi$ would shift $\ln\kappa$ and $C$ by opposite amounts.

## Finite kappa, and a case where the formula fails

The leading remainder comes from the response of $f$ to the flow outside the core. Let $Q=P/r$. Minimising $\tfrac12(1-f^2)^2+f^2Q^2$ over $f^2$ gives $1-f^2=Q^2$ and energy density $Q^2-\tfrac12Q^4$. The core problem has already counted the last term with $Q=1/r$. Screening changes it by

$$\delta g=\frac12\int\frac{1-P^4}{r^3}\,dr. \tag{19}$$

For $r\ll\kappa$, $P\simeq1-(r^2/2\kappa^2)\ln(\kappa/r)$ to leading logarithm, so $1-P^4\simeq(2r^2/\kappa^2)\ln(\kappa/r)$. Therefore

$$\delta g\simeq\frac1{\kappa^2}\int_1^\kappa\ln\frac\kappa r\,\frac{dr}r=\frac{\ln^2\kappa}{2\kappa^2}. \tag{20}$$

Changes in the limits of integration affect lower powers of $\ln\kappa$. The response of $P$ to the depleted density enters quadratically, because the London solution is stationary. By (4), a depletion $1/r^2$ changes $P$ by an amount of order $(\ln r)/\kappa^2$ outside the core. The resulting energy is of order $\int_1^\kappa(\ln r)\,dr/(\kappa^2r^3)\sim\kappa^{-2}$, without a squared logarithm.

Full minimisation of (3) gives $g-\ln\kappa-C=0.0554$ at $\kappa=10$ and $0.0024$ at $\kappa=80$. A second difference of $\kappa^2(g-\ln\kappa-C)$ over $\kappa=80,160,320$ removes terms constant and linear in $\ln\kappa$. It yields a coefficient $0.504$ for $\ln^2\kappa/\kappa^2$, against the predicted $0.5$. The lower logarithms remain important: at $\kappa=80$, (20) alone gives $0.0015$.

At $\kappa=1/\sqrt2$ the expansion fails, but the energy can be found by completing squares. Equation (3) becomes

$$g=\int_0^\infty r\,dr\left\{\tfrac12\left[b-(1-f^2)\right]^2+\left(f'-\frac{fP}r\right)^2\right\}-\int_0^\infty\frac d{dr}\left[P(1-f^2)\right]dr. \tag{21}$$

To verify this, note that the cross terms removed from the squares are $rb(1-f^2)+2ff'P$. With $rb=-P'$, they equal $-[P(1-f^2)]'$. The last integral contributes $+1$, so $g\ge1$, with equality when both squares vanish. Numerical minimisation gives $g=1.000000$, so the bound is reached. From (2) and (7), $B_{c1}/B_c=g/(\sqrt2\kappa)=1$: the two fields coincide. Equation (13) would have given $g=0.150$.

## An example in the regime of Nb$_3$Sn

Take rough values for Nb$_3$Sn near its transition: $T_c=18$ K, $T=16.2$ K, $\lambda=250$ nm and $\xi=10$ nm. Then $\kappa=25$, $\ln\kappa=3.219$ and $\Phi_0/(4\pi\lambda^2)=2.633$ mT. Equation (14) gives

$$B_{c1}=2.633\,(3.219+0.497)\ {\rm mT}=9.78\ {\rm mT}. \tag{22}$$

The logarithm alone gives $8.47$ mT. The London constant raises this to $8.78$ mT, and the core adds the remaining $1.00$ mT. Altogether $C$ supplies $13\%$ of the result. The full GL solution gives $9.82$ mT, $0.4\%$ above (22). For comparison, $B_c=93$ mT and $B_{c2}=3.3$ T. At fixed $\xi$, differentiating (14) shows that a $1\%$ increase in $\lambda$ lowers $B_{c1}$ by about $1.7\%$, so uncertainty in $\lambda$ readily outweighs the finite-$\kappa$ correction.

The chosen temperature is close to $T_c$ because GL theory is controlled there; it is not a usual operating temperature for Nb$_3$Sn magnets. Even at $0.9T_c$, a weak-coupling estimate puts $1/\lambda^2$ below its linear near-$T_c$ law by $6.1\%$ in the dirty limit and by $2.0\%$ in the clean limit; which limit is closer depends on the mean free path of the sample. This matters if $\lambda$ is extrapolated from that law. If $\lambda$ is the actual depth at $16.2$ K, and if $c_{\rm core}$ is merely assumed, without calculation, to carry the larger of these relative errors, $B_{c1}$ moves by $0.6\%$. Strong coupling is not included. The thermal energy is $0.14\%$ of the line energy of a length $\xi$. The penetration depth is taken as isotropic, as cubic symmetry requires; the slight tetragonal distortion of some samples at this temperature is ignored.

Sample shape and surface can matter far more. A sphere in the Meissner state has internal $H$ equal to $3/2$ of the applied field, so its threshold is an applied $6.5$ mT. At a smooth surface, a vortex at depth $x\ll\lambda$ is attracted by its image with force $\varepsilon_0/x$ per length, while the Meissner current pushes it inward with force $\Phi_0H/\lambda$. Balance at $x=\xi$ gives

$$B_{\rm entry}\sim\frac{\Phi_0}{4\pi\lambda\xi}=66\ {\rm mT}\simeq6.7\,B_{c1}. \tag{23}$$

This is a London estimate used at its limit of validity, so it sets a scale. Rough surfaces can weaken the barrier, and pinning, which is not computed here, can hold entering flux near the surface. A measured entry field is therefore an equilibrium $B_{c1}$ only when shape, barrier and pinning have been accounted for.

## Values computed for the example and the checks

```
CORE AND LONDON PARTS (units of eps0)
condensation part of core constant = 0.50000
bending part of core constant = 0.27909
current part of core constant = -0.39821
core constant c_core = 0.38088
London constant ln2 - gamma = 0.11593
full additive constant C = 0.49681
core tail coefficient of 1/R^2, from R = 20 xi: 0.2494
London field energy = 0.50000 eps0
MATCHING at kappa = 10000: inner + outer - ln(kappa)
R = 10 xi: 0.49926
R = 20 xi: 0.49736
R = 50 xi: 0.49655
pair energy at distance 2 lambda = 0.22779 eps0
COMPLETE GL SOLUTION (units of eps0)
line energy at kappa = 1/sqrt(2): 1.000000
kappa = 5: energy = 2.24086, minus (ln kappa + C) = 0.134604
kappa = 10: energy = 2.85480, minus (ln kappa + C) = 0.055399
kappa = 20: energy = 3.51331, minus (ln kappa + C) = 0.020766
kappa = 40: energy = 4.19295, minus (ln kappa + C) = 0.007259
kappa = 80: energy = 4.88125, minus (ln kappa + C) = 0.002411
kappa = 160: energy = 5.57276, minus (ln kappa + C) = 0.000771
kappa = 320: energy = 6.26537, minus (ln kappa + C) = 0.000240
coefficient of (ln kappa)^2/kappa^2 in remainder = 0.504
kappa = 10: slope d(energy)/d(ln kappa) = 0.92497
kappa = 10: twice the field energy = 0.92497
EXAMPLE: rough Nb3Sn-like parameters
Tc = 18 K, T = 16.2 K
lambda = 250 nm, xi = 10 nm, kappa = 25
flux quantum = 2.06783e-15 Wb
ln(kappa) = 3.2189, ln(kappa) + C = 3.7157
Phi0/(4 pi lambda^2) = 2.6328 mT
eps0 = 4.332e-12 J/m, line energy = 1.610e-11 J/m
B_c1, logarithm alone = 8.475 mT
B_c1, London cut at xi = 8.780 mT
B_c1, with full constant C = 9.783 mT
B_c1, complete GL solution = 9.822 mT
share of C in B_c1 = 13.4 %
thermodynamic field B_c = 93.1 mT, B_c2 = 3.29 T
NEGLECTED EFFECTS
finite kappa: change of B_c1 = 0.40 %
1/lambda^2 against linear near-Tc law = -6.1 %
same relative error in c_core alone = 0.63 % of B_c1
thermal energy / (line energy of length xi) = 0.14 %
sphere: applied field at which surface reaches B_c1 = 6.52 mT
surface barrier vanishes near = 65.8 mT = 6.7 B_c1
```
